# Diffuse functions do not converge the energy of a temporary anion

**Q.** I want the energy needed to attach an electron to N₂. I compute the anion and the neutral with the nuclei fixed at a bond length of 2.07 bohr, keep the extra electron in an orbital of \(\Pi_g\) symmetry, as in the temporary anion, subtract, and add diffuse functions until the difference settles. With unrestricted Hartree-Fock (UHF), the cc-pVDZ basis and zero, one and two diffuse p functions on each atom, I get 3.81, 3.15 and 2.22 eV. Experiment puts the temporary anion at roughly 2.3 eV. Another function or two should finish the job.

**A.** Add them. Your exponents are 0.080 and 0.0267 bohr⁻², a factor of three apart. Continue with the same ratio.

**Q.** The third, fourth and fifth functions give 0.787, 0.264 and 0.088 eV. That is not settling.

**A.** Look at the ratios: \(0.787/0.264=2.98\) and \(0.264/0.088=3.00\). From the third function on, each time the smallest exponent is divided by three, so is the energy difference. The sequence is heading for zero in proportion to the exponent.

**Q.** Why should the energy know about the exponent so directly?

**A.** Because the extra electron has left. Take the Hartree-Fock determinant of the neutral and put one more electron, spin up, into an orbital \(\chi\) orthogonal to the occupied ones. In hartree atomic units a determinant of spin orbitals has the energy
\[
E=\sum_p h_{pp}+\tfrac12\sum_{pq}\big(\langle pq|pq\rangle-\langle pq|qp\rangle\big).
\]
Adding \(\chi\) adds \(h_{\chi\chi}\) and every pair containing \(\chi\). Each such pair occurs twice in the double sum, which cancels the factor ½, and the pair of \(\chi\) with itself gives zero. Each doubly occupied orbital \(j\) repels \(\chi\) with two electrons but exchanges only with the one of equal spin. Hence
\[
E_{N+1}-E_N=h_{\chi\chi}+\sum_j(2J_{\chi j}-K_{\chi j})=\langle\chi|F|\chi\rangle ,\tag{1}
\]
with \(F\) the Fock operator of the neutral. If \(\chi\) has the symmetry you prescribe for the extra electron, the UHF minimum for the anion cannot lie above this determinant, since UHF may choose the same orbitals or better ones.

Now let \(\chi=N\,xz\,e^{-\zeta r^2}\), a d function at the bond midpoint. It has \(\Pi_g\) symmetry, and N₂ has no occupied orbital of that symmetry, so it is orthogonal to all of them. Its radial function is \(u=r^3e^{-\zeta r^2}\), for which
\[
u''=(6r-14\zeta r^3+4\zeta^2r^5)e^{-\zeta r^2}.
\]
The kinetic operator for \(l=2\) is \(-\tfrac12 d^2/dr^2+3/r^2\). The terms in \(r\) cancel, and
\[
Tu=(7\zeta-2\zeta^2r^2)\,u,\qquad \langle T\rangle=7\zeta-2\zeta^2\langle r^2\rangle .
\]
The mean square radius is a ratio of Gaussian integrals,
\[
\langle r^2\rangle=\frac{\int_0^\infty r^8e^{-2\zeta r^2}dr}{\int_0^\infty r^6e^{-2\zeta r^2}dr}=\frac{7}{4\zeta},
\qquad\text{so}\qquad \langle T\rangle=\tfrac72\zeta .\tag{2}
\]

**Q.** That is the kinetic energy. The molecule still acts on the electron.

**A.** It does, but the effect dies faster than \(\zeta\). Normalization gives \(N^2\propto\zeta^{7/2}\), so the probability of finding the electron inside the molecule, and with it the exchange term, scales as \(\zeta^{7/2}\). Outside, N₂ has no charge and no dipole, and its potential falls as \(r^{-3}\) from the quadrupole. That tail contributes in proportion to
\[
\zeta^{7/2}\int r^4\,r^{-3}\,r^2e^{-2\zeta r^2}dr\propto\zeta^{7/2}\,\zeta^{-2}=\zeta^{3/2}.
\]
Therefore
\[
E_{N+1}-E_N=\tfrac72\zeta+O(\zeta^{3/2})\to0 .\tag{3}
\]

**Q.** I added p functions on the atoms, not d functions at the midpoint.

**A.** Subtract the two p functions on atoms at \(z=\pm R/2\):
\[
x\,e^{-\zeta(r^2+R^2/4)}\big(e^{\zeta Rz}-e^{-\zeta Rz}\big)\approx 2\zeta R\,xz\,e^{-\zeta r^2}.
\]
The approximation needs \(\zeta Rr\ll1\) at the typical radius \(r\sim\zeta^{-1/2}\), that is \(R\sqrt\zeta\ll1\). For your last exponent, 0.000988 bohr⁻², \(R\sqrt\zeta=0.065\). The sum of the two functions is a p wave of \(\Pi_u\) symmetry, which cannot mix into your \(\Pi_g\) orbital. In that orbital you have been adding d waves without naming them. Without the symmetry restriction UHF can find still lower anion states, so prescribe the occupation if you want to reproduce these numbers.

For that exponent \(\tfrac72\zeta\) is 0.094 eV, and you found 0.088 eV. The calculation may mix in the tighter functions, so it can go below the single-function estimate.

**Q.** Perhaps the extra electron is diffuse but still belongs to the molecule. Can you tell the difference?

**A.** Ask two things of each UHF solution: the root-mean-square radius of the odd orbital, and the energy of the other 14 electrons when that orbital is removed from the density. If those 14 have gone back to being N₂, their energy equals that of the neutral.

With no diffuse function the radius is 2.2 bohr and the 14 electrons lie 1.09 eV above N₂: they have rearranged around a nearby electron. With one function the figures are 2.8 bohr and 0.96 eV. With two they are 8.2 bohr and 0.006 eV. With five they are 45 bohr and zero to the printed digits. Equation (2) gives \(\sqrt{7/(4\times0.000988)}=42\) bohr for a single free Gaussian of the last exponent.

**Q.** So the 2.22 eV that I liked, with two functions, was already the wrong state?

**A.** Yes. The electron was out at 8 bohr around an almost undisturbed N₂. The exponent there is 27 times the last one, so the free-electron estimate is \(27\times0.094=2.5\) eV. Your 2.22 eV lies near that estimate, and the next diffuse function lowers it to 0.79 eV, so its value is set by the basis. It is not purely the kinetic energy of a free electron: the part of the orbital inside the molecule adds both kinetic energy and attraction, which largely offset each other. Its closeness to the measured position is an accident of the exponent.

**Q.** Is this a defect of Hartree-Fock? A better method might hold the electron.

**A.** A better method describes the same spectrum. Let \(\Phi_0\) be the exact neutral ground state with energy \(E_0\), and antisymmetrize \(\Phi_0\chi\) with the same wide \(\chi\). The overlap and exchange corrections come from \(\chi\) inside the molecule and vanish as before, leaving \(E_0+\tfrac72\zeta\) plus faster-vanishing terms. So the lowest energy in a basis approaching completeness cannot stay above \(E_0\).

In the other direction one needs an assumption: that the anion has no bound state of this symmetry. The spectrum in that symmetry then starts at \(E_0\), and no trial function can go below it. The two statements together give
\[
\lim_{\text{complete basis}}E_{\min}(\mathrm{anion},\Pi_g)=E_0(\mathrm{neutral}).\tag{4}
\]
For UHF the first half holds with the Hartree-Fock energy of the neutral in place of \(E_0\). The second half is not proved by this argument, because the UHF anion could in principle gain something the neutral determinant lacks. In these calculations the difference stayed positive throughout.

**Q.** Yet I was taught that anions need diffuse functions, and for F⁻ they work.

**A.** They do, and the assumption behind (4) is what separates the cases. F⁻ has a bound state below the neutral atom, so the variational minimum is a discrete state of finite size. In the same type of basis, \(E(\mathrm{F}^-)-E(\mathrm{F})\) is \(+0.252\) eV without diffuse functions, which has the wrong sign. One diffuse p function brings it to \(-1.207\) eV, and after five it is \(-1.208\) eV. This is convergence with respect to these p functions at the UHF level, not a prediction of the measured electron affinity. The digits belong to this basis: a diffuse s function of exponent 0.08 added to the first p function moves the value to \(-1.29\) eV, and aug-cc-pVTZ gives \(-1.20\) eV. It is still the behaviour you expected from N₂⁻.

**Q.** Then for N₂⁻ I could stop before the collapse and use only the compact basis.

**A.** What would tell you where to stop? The first diffuse function alone moved the result by \(3.81-3.15=0.66\) eV while the orbital was still compact. The compact result also has no width, and a state that decays must have one.

**Q.** Then what is the quantity I should be computing?

**A.** A solution of the Schrödinger equation that contains only an outgoing wave at large distance. Such solutions occur at complex energies
\[
E=E_r-\tfrac{i}{2}\Gamma,\qquad |e^{-iEt}|^2=e^{-\Gamma t},
\]
so \(1/\Gamma\) is the lifetime in atomic units. With \(k=\sqrt{2E}\) the imaginary part of \(k\) is negative, and \(e^{ikr}\) grows with \(r\). The function is not square integrable. It is no eigenfunction of the Hermitian problem, and minimizing an energy will not find it.

**Q.** But a Gaussian basis yields nothing except real eigenvalues with decaying functions. How can the resonance appear there at all?

**A.** Through the higher roots, and the way they move when the basis is changed. Multiply all diffuse exponents by a factor \(\alpha\) and leave the compact functions alone. First consider a free electron described by the diffuse functions alone, all placed on one centre. The substitution \(r\to r/\sqrt\alpha\) turns the scaled basis into the original one and multiplies the kinetic energy by \(\alpha\). Each free level therefore obeys \(E=\alpha e_n\), with \(e_n\) its value at \(\alpha=1\). For functions on the two atoms the substitution would also move the centres, so the rule holds only to the extent that the pairs act as midpoint d functions, \(R\sqrt\zeta\ll1\). It is good for the widest functions and approximate for the tightest diffuse ones, and it ignores the unscaled compact functions.

Now switch on the molecule. In a large spherical box of radius \(L\), a d wave behaves at the wall as \(\sin(kL-\pi+\delta)\), with \(\delta\) the phase shift. The levels satisfy \(kL-\pi+\delta=n\pi\), whereas free levels satisfy the same condition with \(\delta=0\). The phase shift thus adds \(\delta/\pi\) to the level count. For the Gaussian basis I take over this rule with a smooth free count \(N_0\), which can depend only on \(E/\alpha\):
\[
N_0(E/\alpha)+\frac{\delta(E)}{\pi}=n .\tag{5}
\]
This is a smooth-density approximation; a handful of Gaussians is not a box. Differentiate at fixed \(n\):
\[
N_0'\left(\frac{dE}{\alpha}-\frac{E\,d\alpha}{\alpha^2}\right)+\frac{\delta'}{\pi}\,dE=0 .
\]
Multiply by \(\alpha/N_0'\) and collect \(dE\):
\[
\frac{d\ln E}{d\ln\alpha}=\frac{1}{1+\alpha\,\delta'(E)/(\pi N_0')} .\tag{6}
\]
Where the phase shift is constant the slope is 1, as for a free electron. Near an isolated resonance over a slowly varying background,
\[
\delta'(E)\approx\frac{\Gamma/2}{(E-E_r)^2+\Gamma^2/4},
\]
which reaches \(2/\Gamma\) at \(E_r\). The slope drops there, and a plot of the roots against \(\alpha\) shows a plateau. That is a stabilization plot. For small \(\Gamma\) the plateau is nearly level; for large \(\Gamma\) it is only a bend.

**Q.** Which energies do I plot for N₂?

**A.** The simplest consistent choice comes from (1). Freeze the neutral and diagonalize its Fock operator among the \(\Pi_g\) functions. Each eigenvalue is the attachment energy for an unrelaxed target, a level called static exchange. The equality of orbital energy and total-energy difference was tested numerically. I used five diffuse p functions per atom, from 0.1 down to 0.00625 bohr⁻², and varied \(\alpha\).

**Q.** And do the roots bend?

**A.** The lowest does not. It goes from 0.122 eV at \(\alpha=0.25\) to 0.674 eV at \(\alpha=1.4\), a factor of 5.5 for a 5.6-fold change of \(\alpha\). That is your collapsing state: reduce \(\alpha\) and it slides to zero.

The fourth root does bend. At \(\alpha=0.25\), 0.5, 0.7, 1.0 and 1.4 it lies at 1.80, 3.26, 3.85, 4.45 and 5.48 eV. It is flattest at 4.00 eV, where its logarithmic slope is 0.38. The third root flattens as well, to a slope of 0.40 at 3.79 eV, but that point is at the end of the scanned range, so it does not locate a plateau.

**Q.** A slope of 0.38 is hardly a plateau.

**A.** By (6), that is what a broad resonance should look like. The contrast is still clear. Averaged over the roots, the slope is 0.46 within 15 per cent of the resonance position found below, and 0.98 between one tenth and one half of that position. That the first average is well below the second was tested. From the plot alone I would quote a position near 4 eV and no width.

There is also a false plateau to avoid. As \(\alpha\to0\) the diffuse functions become so wide that they no longer couple to the compact ones. The roots then include the eigenvalues of the compact basis alone, which are independent of \(\alpha\) for no physical reason. A flat curve is evidence only if the diffuse functions overlap well with the valence region.

**Q.** How do I get the width?

**A.** Let \(\alpha\) become complex: \(\alpha=e^{z}\) with \(\operatorname{Im}z=-2\theta\). Follow the outgoing wave along the ray \(r=\rho e^{i\theta}\), with \(\rho\) real. There it is \(e^{ik\rho e^{i\theta}}\), which decays once \(\theta>-\arg k\). On the same ray \(\alpha r^2=|\alpha|\rho^2\), so complex-scaled Gaussians at the origin are ordinary decaying Gaussians in \(\rho\); for centres on the atoms the exponent gains only terms linear and constant in \(\rho\), and the functions still decay. They can represent the resonance, which the real ones could not. Free levels, \(E=\alpha e_n\), swing into the complex plane and keep \(dE/dz=E\). The resonance energy belongs to the Hamiltonian and does not depend on \(z\) in a complete basis. In a finite one I look for the point where it depends on \(z\) least.

With \(F(z)\) and \(S(z)\) the Fock and overlap matrices, solve \(Fc=ESc\) and differentiate:
\[
F'c+Fc'=E'Sc+ES'c+ESc' .
\]
Both matrices remain symmetric, without complex conjugation, so \(c^T(F-ES)=0\). Multiplying from the left by \(c^T\) removes \(c'\):
\[
\frac{dE}{dz}=\frac{c^T(F'-ES')c}{c^TSc} .\tag{7}
\]
The formula fails where \(c^TSc=0\), which can happen when two roots coincide.

**Q.** My integral code accepts real exponents only.

**A.** So did mine. Compute the matrices at several real \(\alpha\), interpolate each element by a polynomial in \(z\), and evaluate the polynomial at complex \(z\). Do this with the matrices rather than with single eigenvalues. Two levels \(a,b\) with coupling \(v\) give
\[
E_\pm=\frac{a+b}{2}\pm\sqrt{\frac{(a-b)^2}{4}+v^2},
\]
and the root has branch points at \(a-b=\pm2iv\), close to the real axis when the coupling is weak. The matrix elements are smooth there.

**Q.** A polynomial pushed off the real axis can produce anything. Has this been checked where the answer is known another way?

**A.** Yes, for one d-wave electron in the well \(V=-V_0e^{-r^2/a^2}\), with \(V_0=3\) hartree and \(a=2\) bohr. The independent route uses no basis. Integrate
\[
u''=\Big[\frac{6}{r^2}+2V-2E\Big]u
\]
outward from the regular solution \(u\sim r^3\), and require that beyond the well it join smoothly to
\[
u_{\rm out}=e^{ix}\Big(1+\frac{3i}{x}-\frac{3}{x^2}\Big),\qquad x=kr .
\]
To see that this solves the free equation, call the bracket \(p\). The equation demands \(p''+2ip'=6p/x^2\), and the left side is \(6/x^2+18i/x^3-18/x^4\), as required.

The outgoing-wave condition gives \(E_r=0.0752\) and \(\Gamma=0.0204\) hartree. The continued Gaussian matrices give 0.0757 and 0.0210. Relative to the outgoing-wave values, the errors are 0.6 per cent in position and about 3 per cent in width.

The same well also shows the collapse. With ten diffuse functions its lowest root is 0.00056 hartree, below \(\tfrac72\zeta=0.00068\) hartree for the smallest exponent, as it must be for an attractive potential. The resonance is more than a hundred times higher. One Hamiltonian has both: a lowest root that measures the basis, and a resonance that belongs to the potential.

**Q.** And N₂?

**A.** I used two sets of diffuse functions. Set A is the one above. Set B has six exponents with a ratio of 1.8, starting at 0.12 bohr⁻².

Set A gives \(E_r=0.1421\) hartree, or 3.87 eV, and \(\Gamma=0.0473\) hartree, or 1.29 eV. Set B gives 3.98 eV and 1.23 eV. At the chosen points \(|dE/dz|\) is 0.0004 and 0.0008 hartree, whereas a rotated free level of the same energy would have about 0.14 hartree.

The rotation was sufficient. For set A, \(\Gamma/(2E_r)=0.04734/0.28414=0.167\), so \(-\arg k=\tfrac12\arctan0.167=0.083\), while \(\theta=0.633/2=0.32\).

The sets differ by 0.12 eV in position and 0.06 eV in width, but that understates the uncertainty. A finite set has more than one nearly stationary point: set A has another near 4.00 eV and 1.27 eV. Replacing cc-pVDZ by cc-pVTZ under set A gives points at 3.81 to 3.88 eV with widths of 1.17 to 1.33 eV. I would state a position of \(3.9\pm0.1\) eV and a width of about 1.2 to 1.3 eV. The lifetime \(\hbar/\Gamma\) is about half a femtosecond.

**Q.** But 3.9 eV is close to the 3.81 eV I had with no diffuse functions, and far from the measured 2.3 eV. Was my first number right after all, and is yours wrong?

**A.** The first agreement means little. Your number lets the target relax and mine does not, so they belong to different levels of theory. Yours also moved by 0.66 eV on the first change of basis, whereas mine was selected for its insensitivity to the scale of the diffuse exponents and moved by 0.12 eV between the two diffuse sets.

The distance from experiment is a separate matter. A stable number is stable for its own Hamiltonian. Static exchange leaves out the polarization of N₂ by the incoming electron, which attracts it, and the correlation between them. I expect the missing attraction to make the resonance too high and, since a higher energy leaves less of the centrifugal barrier to tunnel through, too broad. These calculations do not test that expectation. The small valence basis and the fixed nuclei are further limits.

**Q.** So to improve it I keep the scaling procedure and change the method that supplies the energies?

**A.** Yes. Use a correlated method that gives several attachment energies of one symmetry, with neutral and anion treated consistently, and follow the higher roots as the diffuse exponents are scaled. Stabilization is not the sole route: complex scaling of the coordinates and complex absorbing potentials also target the outgoing-wave state. Diffuse functions are needed in all of them, because they describe the electron on its way out.

Check the premise at each geometry too. If stretching the bond takes the anion below the neutral, the state is bound there, and ordinary convergence of the lowest energy returns. Where the anion lies above, the lowest root tells you how wide your basis is, once the basis is diffuse enough to let the electron leave. The numerical output below lists the roots and both resonance energies.

## Numbers as computed

```
MODEL d-wave well: depth 3.0 hartree, range 2.0 bohr
lowest root, 10 diffuse functions: 0.000556 hartree
smallest exponent 0.000195 bohr^-2, 7/2 of it 0.000684 hartree
continued plot: E_r 0.07565, Gamma 0.02099 hartree
outgoing pole: E_r 0.07519, Gamma 0.02043 hartree
UHF, cc-pVDZ + n diffuse p; N2 bond 2.07 bohr
gap = E(anion)-E(neutral); r = rms radius of odd orbital
dist = energy of other 14 electrons minus E(N2)
n  last zeta/bohr^-2  N2 gap/eV  r/bohr  dist/eV  F gap/eV
0  none  3.8145  2.16  1.09459  0.2519
1  0.080000  3.1514  2.75  0.96245  -1.2071
2  0.026667  2.2186  8.18  0.00598  -1.2069
3  0.008889  0.7869  14.86  0.00001  -1.2077
4  0.002963  0.2635  25.73  0.00000  -1.2080
5  0.000988  0.0879  44.54  0.00000  -1.2080
7/2 of the last exponent: 0.0941 eV
N2 static exchange, Pi_g roots in eV against alpha
set A exponents/bohr^-2: 0.10000 0.05000 0.02500 0.01250 0.00625
set B exponents/bohr^-2: 0.12000 0.06667 0.03704 0.02058 0.01143 0.00635
alpha 0.25: 0.122 0.357 0.831 1.799
alpha 0.35: 0.170 0.500 1.159 2.468
alpha 0.50: 0.243 0.713 1.643 3.264
alpha 0.70: 0.340 0.994 2.256 3.852
alpha 0.85: 0.412 1.203 2.676 4.150
alpha 1.00: 0.484 1.408 3.041 4.449
alpha 1.20: 0.579 1.677 3.420 4.919
alpha 1.40: 0.674 1.938 3.690 5.479
mean dlnE/dlnalpha: near E_r 0.460, at 0.1-0.5 E_r 0.981
root 2 flattest: alpha 1.492, E 2.055 eV, dlnE/dlnalpha 0.916
root 3 flattest: alpha 1.492, E 3.789 eV, dlnE/dlnalpha 0.404
root 4 flattest: alpha 0.771, E 3.998 eV, dlnE/dlnalpha 0.380
set A: E_r 0.14207, Gamma 0.04734 hartree
set A: E_r 3.866, Gamma 1.288 eV, lifetime 0.511 fs
set A: z = -0.600 -0.633i, |dE/dz| 0.00044 hartree
set B: E_r 0.14643, Gamma 0.04505 hartree
set B: E_r 3.984, Gamma 1.226 eV, lifetime 0.537 fs
set B: z = -0.033 -0.667i, |dE/dz| 0.00078 hartree
```
